# Recovering a composition-dependent diffusivity from a straight interdiffusion profile

## Question

Two semi-infinite solids that form one continuous solution are joined at $z=0$ at time $t=0$. The scaled composition $c$ is 0 in the left solid and 1 in the right one. The molar volume is constant, and $z$ is measured from the original joint in the volume-fixed frame. The flux, counted positive towards $+z$, is

$$J=-D(c)\,\frac{\partial c}{\partial z},\qquad \frac{\partial c}{\partial t}=-\frac{\partial J}{\partial z},$$

where $D$ is bounded and depends on composition alone. Since $c$ is dimensionless, $J$ has the unit of a velocity; multiplying it by the full concentration difference gives an amount per area and time.

For every $t>0$ the profile is

$$c=\frac12+\frac{z}{2a\sqrt t}\quad\text{for } |z|<L(t)=a\sqrt t,$$

with $c=0$ for $z\le -L$ and $c=1$ for $z\ge L$. The constant $a$ is positive.

## (a) Reduce the diffusion equation to one variable, and find what the edges of the profile require of $D$.

**Answer.** The profile depends on $z$ and $t$ through $\eta=z/\sqrt t$ alone, so write $c=f(\eta)$. The chain rule gives

$$\frac{\partial c}{\partial t}=-\frac{z}{2t^{3/2}}f'=-\frac{\eta}{2t}f',\qquad \frac{\partial c}{\partial z}=\frac{f'}{\sqrt t}.$$

A second derivative with respect to $z$ brings another factor $1/\sqrt t$. After multiplication by $t$, the diffusion equation becomes

$$-\frac{\eta}{2}\frac{df}{d\eta}=\frac{d}{d\eta}\left(D\,\frac{df}{d\eta}\right).$$

At an edge moving with velocity $v$, conservation in a thin interval around it requires the jumps to obey $[J]=v[c]$. Here $c$ is continuous, so $[c]=0$ and $J$ is continuous too. On the plateau the gradient is zero and $J=0$. Just inside the edge the gradient is $1/(2L)$, which is not zero. The flux can therefore vanish there only if

$$D(c)\to0\quad\text{as } c\to0 \text{ and as } c\to1.$$

The zero flux at the edge comes from the diffusivity, not from a vanishing slope.

## (b) Express $D(c)$ through the profile at one time, and state how the origin of $z$ is fixed.

**Answer.** Integrate the equation of part (a) from the left edge, $\eta=-a$, to the point where the composition is $c$. The lower limit contributes no flux, and $f'd\eta=dc$, so

$$D\,\frac{df}{d\eta}=-\frac12\int_0^c\eta\,dc'.$$

Inside the support $df/d\eta=1/(2a)>0$, so division is allowed. At fixed $t$, $\eta=z/\sqrt t$ and $d\eta/dc=(dz/dc)/\sqrt t$. The two factors $1/\sqrt t$ combine into $1/t$:

$$D(c)=-\frac{1}{2t}\,\frac{dz}{dc}\int_0^c z\,dc'.$$

This is the Boltzmann–Matano formula. The flux also vanishes at the right edge, which requires

$$\int_0^1 z\,dc=0.$$

This condition locates the origin, called the Matano plane. Under the stated assumptions it coincides with the original joint.

## (c) Find $D(c)$. Over what range do the data determine it?

**Answer.** Solving the profile for position gives

$$z=L(2c-1),\qquad \frac{dz}{dc}=2L.$$

The integral is

$$\int_0^c L(2c'-1)\,dc'=L(c^2-c)=-Lc(1-c).$$

It vanishes at $c=1$, so the given origin is the Matano plane. It is negative in between, which cancels the minus sign in the formula:

$$D(c)=-\frac{2L}{2t}\bigl[-Lc(1-c)\bigr]=\frac{L^2}{t}c(1-c).$$

Since $L^2=a^2t$,

$$\boxed{D(c)=a^2c(1-c)},\qquad 0<c<1.$$

The time has cancelled, as it must if $D$ depends on composition alone. The values at $c=0$ and $c=1$ follow by continuity and agree with part (a). Compositions outside this range do not occur in the couple, and the data say nothing about them.

The maximum is $a^2/4$, at $c=1/2$. The average over composition is

$$\bar D=\int_0^1a^2(c-c^2)\,dc=a^2\left(\frac12-\frac13\right)=\frac{a^2}{6}.$$

## (d) Show that this $D$ reproduces the profile on the whole line, including its kinks.

**Answer.** Inside the support,

$$c(1-c)=\left(\frac12+\frac{z}{2L}\right)\left(\frac12-\frac{z}{2L}\right)=\frac{L^2-z^2}{4L^2}.$$

With $a^2/L^2=1/t$ this gives $D=(L^2-z^2)/(4t)$. Multiplication by the slope $1/(2L)$ yields

$$J=-\frac{L^2-z^2}{8Lt},\qquad -\frac{\partial J}{\partial z}=-\frac{z}{4Lt}.$$

For the other side of the equation, $dL/dt=a/(2\sqrt t)=L/(2t)$, and hence

$$\frac{\partial c}{\partial t}=-\frac{z}{2L^2}\frac{dL}{dt}=-\frac{z}{4Lt}.$$

The two sides agree. On the plateaus both are zero. At $z=\pm L$ the flux vanishes from both sides and $c$ is continuous, so the kinks contain no source or sink. The profile is thus a weak solution: it conserves material in every interval, although its slope jumps at two points. As $t\to0$, $L\to0$ and the profile becomes the initial step.

## (e) Find the amount that has crossed the joint. Explain the sharp edges, and contrast them with a constant diffusivity.

**Answer.** The material missing on the right has moved to the left. Per area, and in units of the full concentration difference, it is

$$M=\int_0^L\left(\frac12-\frac{z}{2L}\right)dz=\frac L2-\frac L4=\frac L4.$$

The flux gives the same result: $|J(0)|=L/(8t)=a/(8\sqrt t)$, whose time integral from 0 to $t$ is $a\sqrt t/4$.

Now consider the left edge, which advances with speed $v=dL/dt=a/(2\sqrt t)$. Let $s$ be the distance inward from it. To leading order near the edge, the flux must supply the advancing profile:

$$D\,\frac{dc}{ds}=vc,\qquad\text{so}\qquad s=\frac1v\int_0^c\frac{D(c')}{c'}\,dc'.$$

For small $c$, $D\simeq a^2c$. The integral is finite and gives $s=a^2c/v=2Lc$, which is the given straight line. If $D$ instead tends to a positive constant, the integral diverges logarithmically at $c'=0$, and no such edge exists at a finite distance. The right edge behaves in the same way, with $1-c$ in place of $c$.

For a constant diffusivity $\bar D$ and the same initial step, the solution is

$$c=\frac12\left[1+\operatorname{erf}\left(\frac{z}{2\sqrt{\bar Dt}}\right)\right],$$

which is positive at every finite $z$ when $t>0$.

## (f) The plane is wrongly placed at $z=\delta$. Find the resulting error, and construct a formula free of it.

**Answer.** The coordinate used is now $z-\delta$. Integration from the left gives

$$D_{\rm left}=-\frac{2L}{2t}\bigl[-Lc(1-c)-\delta c\bigr]=D+\frac{a\delta}{\sqrt t}\,c,$$

because $L/t=a/\sqrt t$. One may equally integrate from the right. For the true origin $\int_c^1z\,dc'=-\int_0^cz\,dc'$, so the sign in front changes:

$$D_{\rm right}=\frac{2L}{2t}\bigl[Lc(1-c)-\delta(1-c)\bigr]=D-\frac{a\delta}{\sqrt t}(1-c).$$

The error of $D_{\rm left}$ relative to the true $D$ is $\delta/[L(1-c)]$, which grows without bound as $c\to1$. Two signs reveal the fault: $D_{\rm left}$ does not vanish at $c=1$, and the two integrations disagree by $a\delta/\sqrt t$ at every composition.

The errors cancel in the combination $(1-c)D_{\rm left}+cD_{\rm right}$. To write it without an origin, integrate by parts:

$$\int_0^c z\,dc'=zc-\int_{-L}^{z}c\,dz',$$

$$\int_c^1 z\,dc'=z(1-c)+\int_z^L(1-c)\,dz'.$$

In the combination the terms $-zc(1-c)$ and $+zc(1-c)$ cancel, leaving the Sauer–Freise form

$$D=\frac{1}{2t}\frac{dz}{dc}\left[(1-c)\int_{-L}^{z}c\,dz'+c\int_z^L(1-c)\,dz'\right].$$

For the present profile $dz'=2L\,dc'$, so the integrals are $Lc^2$ and $L(1-c)^2$. The bracket is $Lc(1-c)[c+(1-c)]=Lc(1-c)$, and $D=a^2c(1-c)$ follows again.

## (g) Evaluate the results for $a=0.1\ \mu\mathrm{m\,s^{-1/2}}$ and $t=100$ h. Use $c=0.3$ for the inversion and $\delta=2\ \mu\mathrm m$ for the misplaced plane.

**Answer.** The time is $3.6\times10^5$ s, so $L=0.1\times600=60\ \mu\mathrm m$. At $c=0.3$ the position is $60(0.6-1)=-24\ \mu\mathrm m$, the inverse slope is $dz/dc=120\ \mu\mathrm m$, and the integral is $-60\times0.3\times0.7=-12.6\ \mu\mathrm m$. Hence

$$D(0.3)=\frac{120\times12.6}{2\times3.6\times10^5}=0.0021\ \mu\mathrm{m^2\,s^{-1}}.$$

By symmetry $D(0.7)$ is the same. At $c=0.1$ and $0.9$ the value is $0.0009\ \mu\mathrm{m^2\,s^{-1}}$. The maximum is $0.0025\ \mu\mathrm{m^2\,s^{-1}}=2.5\times10^{-15}\ \mathrm{m^2\,s^{-1}}$. The measured slope is the same everywhere inside the support, yet $D$ varies strongly: a uniform gradient does not imply a uniform diffusivity.

The transferred amount is $60/4=15\ \mu\mathrm m$ times the full concentration difference, as if layers of that thickness had been exchanged between the two solids. Each edge moves at $0.1/(2\times600)=8.33\times10^{-5}\ \mu\mathrm{m\,s^{-1}}$, or $0.30\ \mu\mathrm m$ per hour, at this time.

With constant $\bar D=0.00167\ \mu\mathrm{m^2\,s^{-1}}$ and the same $t$, the error-function profile has $c=0.034$ at $z=-63.2\ \mu\mathrm m$. The straight profile has $c=0$ there.

The misplaced plane adds $0.1\times2\times0.5/600=0.000167\ \mu\mathrm{m^2\,s^{-1}}$ at $c=0.5$, which is 6.7 % of the true value. At $c=1$ it produces a false diffusivity of $0.00033\ \mu\mathrm{m^2\,s^{-1}}$ where the true one is zero.

## (h) How far does the result carry over to a real diffusion couple?

**Answer.** A profile about a tenth of a millimetre wide after 100 h is a reasonable scale for a hot metallic couple. The vanishing of $D$ at both ends is not typical: if the end solids are pure metals, $D$ tends at each end to the finite diffusivity $D_0$ of the dilute solute. For small $D_0$, the balance $D_0\,dc/ds=vc$ gives an exponential tail of length $D_0/v$ ahead of the edge. If $D_0$ is taken as 1 % of the maximum $D$, this length is $2.5\times10^{-5}/(8.33\times10^{-5})=0.3\ \mu\mathrm m$. Electron-probe analysis resolves roughly a micrometre, so such a tail could pass for a sharp edge. A straight measured profile therefore supports a small $D$ near the ends, not a proof that it is zero. The inversion as written is also inexact if $c$ is a mole fraction and the molar volume varies appreciably, and it fails if diffusion reaches the outer ends of the couple. If a new phase makes the composition jump, the data give no $D$ for the compositions that are skipped.

Numerical values quoted here were computed with a short program.
